# Band offsets from core-level photoemission without a common energy reference, part 1

(Sections cited here and not found follow in the second part.)

## First half: what cancels, and what does not

**Q.** You propose to find the valence-band offset of a junction by photoemission. You have a thick piece of the substrate, a thick film of the other material, and a thin film grown on the substrate. Each spectrum has its own energy zero, because the Fermi level sits at a different height in each sample and an insulator charges under the beam. What could you learn by comparing them?

**A.** Very little, if I compared the readings directly. I shall use only differences between two readings taken on the same sample.

First, the quantity wanted. Call the substrate A and the film B. On the electron energy scale, where up means less strongly bound, let the valence-band edges on the two sides of the junction be $E_V^A$ and $E_V^B$. The offset is

$$\Delta E_V = E_V^A - E_V^B ,$$

which is positive when the film's edge lies below the substrate's. Energies are in eV and lengths in nm.

**Q.** And what does the instrument read?

**A.** It reads a kinetic energy $K$ at a known photon energy $h\nu$. With $\phi_s$ the work function of the spectrometer, the binding energy is recorded as

$$B = h\nu - K - \phi_s .$$

For a conducting, grounded sample this is the energy needed to remove an electron, counted from the Fermi level $E_F$. A level at energy $E$ then gives $B = E_F - E$. If the sample has charged to a positive potential $V$, the electron loses an additional energy $eV$ on its way out. $K$ falls by that amount and $B$ rises by it, so

$$B = -E + c, \qquad c = E_F + eV .$$

Here $E$ and $E_F$ are counted from any zero we like. The number $c$ is unknown, but it is the same for every line of one spectrum if the sample is uniformly charged.

**Q.** You are treating a core level as an orbital energy. When a core electron leaves, the other electrons contract around the hole. The recorded energy is not the orbital energy.

**A.** Agreed, so the difference must be carried along. The removal energy is a difference of total energies between the sample with a core hole and the sample without it. In Hartree–Fock theory, removing the electron with all other orbitals frozen costs $-\varepsilon$, where $\varepsilon$ is the orbital energy. Letting the remaining electrons relax lowers the final energy by some amount $R$. The core line is therefore at

$$B_{\rm core} = -\varepsilon - R + c .$$

In another one-electron theory I let this equation define $R$ as whatever separates the removal energy from $-\varepsilon$. Nothing below needs its value.

For the valence edge I define $E_V$ as minus the smallest removal energy that leaves a hole in an extended state. The response of the other electrons to that mobile hole is then already inside $E_V$, and

$$B_V = -E_V + c .$$

**Q.** Then take the thick samples first. What do they provide?

**A.** They provide the separation between the core line and the valence edge. For material X,

$$D_X = B_{\rm core}^X - B_V^X = (-\varepsilon_X - R_X + c_X) - (-E_V^X + c_X).$$

The two constants $c_X$ have opposite signs and drop out:

$$D_X = E_V^X - \varepsilon_X - R_X .$$

This number is positive, since a core electron is more strongly bound than one at the valence edge. It does not matter that $c_A$ and $c_B$ are different, because neither of them survives.

**Q.** That cancellation needs both readings to refer to the same state of charge.

**A.** Yes. If the sample charges between recording the core region and recording the valence region, $c_X$ has two values and their difference enters $D_X$. The same happens if the potential varies with depth and the two groups of electrons come from different depths.

**Q.** Suppose $D_X$ is known for a thick sample. At the junction there is an interface dipole, perhaps a few tenths of a volt, perhaps more. Why should the same $D_X$ apply there?

**A.** Consider a region of material X a few atomic layers away from the interface, with the same structure and composition as the thick sample. The charge at the interface changes the electron's potential energy in this region by an amount $u_X$. If $u_X$ is constant over the region, a one-electron state with Hamiltonian $h$ and energy $E$ obeys

$$(h + u_X)\,\psi = (E + u_X)\,\psi .$$

The wave function is unchanged and its energy moves by $u_X$. This holds for the core state and for the valence state alike:

$$\varepsilon_X \to \varepsilon_X + u_X, \qquad E_V^X \to E_V^X + u_X .$$

Their difference is untouched. The core level therefore reports the local electrostatic potential, and the valence edge follows it at a fixed distance.

**Q.** And in the layer of atoms right at the interface?

**A.** There the argument fails. The neighbours are different, the bonding is different, and the potential changes within one atomic spacing. A core state is small enough to have a definite local shift even there, but an extended valence state is not. The offset refers to the bulk-like regions on the two sides, continued up to the interface.

**Q.** Now the thin film on the substrate.

**A.** The film must be thin enough for electrons from the substrate to escape through it. One spectrum then contains a core line from each side. Let $c_J$ be the constant of this third sample. For the moment, let the relaxation energies be the same as in the thick samples. The lines are at

$$B_J^A = -(\varepsilon_A + u_A) - R_A + c_J ,$$

$$B_J^B = -(\varepsilon_B + u_B) - R_B + c_J .$$

I define their separation as substrate minus film:

$$S = B_J^A - B_J^B = -\varepsilon_A - u_A - R_A + \varepsilon_B + u_B + R_B .$$

The constant $c_J$ has gone, for the same reason as before.

**Q.** You still have orbital energies and relaxation energies in every expression.

**A.** They cancel in one combination. The difference of the two bulk separations is

$$D_A - D_B = E_V^A - \varepsilon_A - R_A - E_V^B + \varepsilon_B + R_B .$$

Subtract $S$, which reverses each of its signs:

$$D_A - D_B - S = E_V^A - E_V^B + (-\varepsilon_A + \varepsilon_A) + (-R_A + R_A) + (\varepsilon_B - \varepsilon_B) + (R_B - R_B) + u_A - u_B .$$

Every bracket is zero, and what remains is

$$D_A - D_B - S = (E_V^A + u_A) - (E_V^B + u_B).$$

The right-hand side is the difference of the two valence edges as they stand at the junction. That is the offset we defined at the start, so

$$\boxed{\;\Delta E_V = D_A - D_B - S\;}$$

**Q.** I am uneasy about the zeros of energy. You counted $\varepsilon_A$ from one zero and $\varepsilon_B$ from another, and then subtracted them.

**A.** Follow what happens when the zero for material A is moved so that all its bulk energies rise by $a$. Both $\varepsilon_A$ and $E_V^A$ rise by $a$. The levels at the real junction have not moved, so the shift $u_A$ needed to bring the bulk energies to their places there falls by $a$. The sum $E_V^A + u_A$ is unchanged. The separate values of $u_A$ and $u_B$ depend on our choice of zeros, while the position of each edge at the junction does not.

**Q.** Can I picture the formula without all these symbols?

**A.** On the junction spectrum, start at the substrate core line and step back by $D_A$. You arrive at the substrate's valence edge, at binding energy $B_J^A - D_A$. Start at the film's core line and step back by $D_B$ to reach $B_J^B - D_B$. A larger binding energy means a lower electron energy, so the offset is film minus substrate:

$$\Delta E_V = (B_J^B - D_B) - (B_J^A - D_A) = D_A - D_B - S .$$

The two bulk separations serve as rulers. The junction supplies the two points at which they are laid down.

**Q.** Why not read both valence edges in the junction spectrum and dispense with the core lines?

**A.** The two valence bands overlap in that spectrum. The edge nearer the Fermi level may be visible, but the other lies under the emission from the first material. The core lines belong to different elements or to well separated chemical states, so they can be told apart.

**Q.** Does the answer depend on which core line I choose?

**A.** Not if the same line is used in both places. Suppose another line of material A lies deeper by $\delta$ in the thick sample and also at the junction. Then $D_A$ becomes $D_A + \delta$ and $S$ becomes $S + \delta$, and their difference stays the same. If one component of a spin–orbit doublet is used for $D_A$ and the other for $S$, the whole splitting enters the offset.

**Q.** You assumed that the relaxation energy is the same at the junction as in the bulk. You also assumed that substrate and film charge together. What if neither is true?

**A.** Let $R'_A$ and $R'_B$ be the relaxation energies at the junction. Let charging add $q_A$ to the binding energies of the substrate and $q_B$ to those of the film, beyond the common $c_J$. The measured separation becomes

$$S_{\rm meas} = -\varepsilon_A - u_A - R'_A + q_A + \varepsilon_B + u_B + R'_B - q_B .$$

Taking away the earlier expression for $S$ leaves

$$S_{\rm meas} - S = -(R'_A - R_A) + (R'_B - R_B) + q_A - q_B .$$

The offset contains $-S$, so its error, estimated minus true, is

$$\text{error} = (R'_A - R_A) - (R'_B - R_B) - (q_A - q_B).$$

What matters is the change in relaxation between bulk and junction, not the relaxation energy itself. A change common to the two sides cancels, and so does common charging. If the film charges more positively than the substrate, $q_B > q_A$ and the offset is overestimated.

**Q.** All this is algebra on assumed energies. I would be more convinced by a junction in which the band edges can be located without using the core levels at all.

**A.** A one-dimensional Schrödinger equation provides one. It is a model of independent electrons, so $R = 0$ and a binding energy is minus an eigenvalue. Each atom is a Gaussian well with the free-electron mass. Material A has wells of depth 45 eV and width parameter 0.060 nm, and material B has wells of depth 50 eV and width parameter 0.055 nm. The cell is 0.375 nm long in both. The lowest band serves as the core level and the second as the valence band. These are round numbers and represent no real material.

I put 80 cells of A beside 80 cells of B between hard walls. A smooth potential step at the boundary, about 0.2 nm wide, plays the part of the interface dipole. The equation is solved by finite differences on a grid of 0.0125 nm. This grid shifts the separations between core and valence levels by a little under 0.1 eV, but every calculation uses the same grid, so the two routes to the offset can still be compared closely.

**Q.** How do you find the valence edge on each side?

**A.** From the junction's own eigenstates. A state whose energy lies in the gap above the valence edge of one material decays on entering that material. These gaps are about 9 eV in A and 10 eV in B, well above the offsets considered. On each side I therefore take the highest valence state that has more than 5 % of its weight in the middle half of that side. This gives both edges without reference to any core level.

For the other route I find $D_A$ and $D_B$ from separate calculations of the infinite crystals, and $S$ from the core eigenvalues of the junction. A different arbitrary constant is added to the potential in each of the three calculations. The bulk separations are

$$D_A = 22.685\ \text{eV}, \qquad D_B = 25.455\ \text{eV}.$$

With a step that lowers the film by 1.5 eV, the core separation is $S = -4.577$ eV. It is negative because the film has the deeper core. The formula gives

$$\Delta E_V = 22.685 - 25.455 + 4.577 \approx 1.81\ \text{eV}.$$

The eigenstate weights also give 1.81 eV.

**Q.** One agreement could be luck.

**A.** Then change the dipole and hold everything else fixed. With a step that raises the film by 0.8 eV, the separation is $S = -2.278$ eV, and

$$\Delta E_V = 22.685 - 25.455 + 2.278 \approx -0.49\ \text{eV}.$$

The weights again give $-0.49$ eV. The film's edge now lies above the substrate's. The directly located offset has changed by 2.30 eV, which is the change in the step, while $D_A$ and $D_B$ have not changed. Bulk data could not have revealed this change; it is carried by $S$. The step is imposed by hand, so the model tests only that core and valence levels move together in the bulk-like regions. It says nothing about relaxation, charging or the origin of a real dipole.

**Q.** And if the film is strained on the substrate, but I measure $D_B$ on a relaxed film?

**A.** Then you have used the wrong ruler. Let the relaxed film in the model have a cell of 0.400 nm, compressed to 0.375 nm at the junction. That is a strain of about 6 %, made large so that the effect is plain. The relaxed film has $D_B = 25.251$ eV. For the first dipole the formula now gives

$$22.685 - 25.251 + 4.577 \approx 2.01\ \text{eV}$$

instead of 1.81 eV. The error is the difference of the two values of $D_B$, about 0.20 eV, and it is the same for the second dipole. The cancellation removes an unknown reference. It does not repair a bulk separation taken from a different material, phase or state of strain.

## Second half: a film of hafnium dioxide on silicon

**Q.** Before we turn to a real pair of materials, remind me what we are carrying over.

**A.** A is the substrate and B the film. $D_X$ is the core binding energy minus the valence-edge binding energy in thick material X. $S$ is the substrate's core binding energy minus the film's, both read at the junction. The offset, positive when the film's edge lies lower, is

$$\Delta E_V = D_A - D_B - S .$$

$R$ is the energy gained when the other electrons relax around a core hole, and a prime marks its value at the junction. $q$ is the charging of one layer beyond the common shift. The error, estimated minus true, is $(R'_A - R_A) - (R'_B - R_B) - (q_A - q_B)$.

**Q.** Then give me numbers for hafnium dioxide on silicon.

**A.** I use the silicon 2p$_{3/2}$ and hafnium 4f$_{7/2}$ lines. The readings are rough typical values rounded for this example, not a measured data set. All are binding energies in eV.

- Thick silicon: core line 99.4, valence edge 0.5.
- Thick oxide: core line 18.2, valence edge 4.0.
- Thin oxide on silicon: silicon line 99.3, hafnium line 17.4.

The three differences are

$$D_A = 99.4 - 0.5 = 98.9\ \text{eV},$$

$$D_B = 18.2 - 4.0 = 14.2\ \text{eV},$$

$$S = 99.3 - 17.4 = 81.9\ \text{eV},$$

and the valence offset is

$$\Delta E_V = 98.9 - 14.2 - 81.9 = 2.8\ \text{eV}.$$

Two bulk core-to-valence separations and one core-line separation at the junction give the valence offset, which is 2.8 eV for the illustrative hafnium dioxide and silicon readings. It remains to compare this with direct subtraction of the edges, find the conduction offset, and estimate how far reading errors, electric fields, screening and the reading of the valence edge could move the result.
